# Adatom Capture by the Inner Edge of an Annular Terrace

## The situation

During epitaxial growth a mound can form in which a circular disc, one atomic layer high, sits on a larger concentric disc. The exposed part of the lower disc is a ring-shaped terrace. Atoms land on it, wander over it, and are built into the crystal when they meet an edge. Those that reach the inner edge enlarge the upper disc; those that reach the outer edge step down and enlarge the lower one. How is the deposit divided?

On a straight terrace between two equivalent edges, symmetry gives each edge half. A ring has no such symmetry.

## Model and conventions

The terrace occupies $R_1<r<R_2$, with $r$ measured from the common centre. Let $n(r)$ be the adatom density (atoms per area), $F$ the uniform landing rate (atoms per area and time), and $D$ the surface diffusion constant, taken to be isotropic. I assume that

- adatoms neither desorb nor meet to form new islands;
- the edges move so slowly that $n$ is in a steady state for the current radii;
- both edges are perfect sinks, $n(R_1)=n(R_2)=0$.

$J_1$ and $J_2$ denote the atoms per time captured **from this terrace** by the inner and outer edge, both counted positive. Atoms that land on top of the upper disc are not part of $J_1$. Lengths will be in nm and times in s.

## The density

The outward current per unit length is $-D\,n'(r)$, so the outward current through a circle of radius $r$ is $I(r)=-2\pi rD\,n'(r)$. In a steady state, the current leaving a thin ring exceeds the current entering it by what lands there:

$$I(r+dr)-I(r)=2\pi rF\,dr .$$

Dividing by $2\pi\,dr$ gives

$$-D\,\frac{d}{dr}\!\left(r\frac{dn}{dr}\right)=Fr .$$

One integration gives $r n'=-Fr^2/(2D)+A$. Dividing by $r$ and integrating again,

$$n(r)=-\frac{F r^2}{4D}+A\ln r+B .$$

On a full disc the logarithm would be discarded because it diverges at $r=0$. Here that point is not on the terrace, and the logarithm is needed to satisfy two edge conditions.

The condition $n(R_1)=0$ gives $B=FR_1^2/(4D)-A\ln R_1$, hence

$$n(r)=\frac{F}{4D}(R_1^2-r^2)+A\ln\frac{r}{R_1}.$$

Write $L=\ln(R_2/R_1)$. The condition $n(R_2)=0$ then gives $A=F(R_2^2-R_1^2)/(4DL)$, and

$$n(r)=\frac{F}{4D}\left[R_1^2-r^2+(R_2^2-R_1^2)\frac{\ln(r/R_1)}{L}\right].$$

## The captured current

Differentiating,

$$n'(r)=\frac{F}{4D}\left[-2r+\frac{R_2^2-R_1^2}{Lr}\right]
=\frac{F}{2D}\left[\frac{r_*^2}{r}-r\right],\qquad
r_*^2\equiv\frac{R_2^2-R_1^2}{2L}.$$

Atoms captured by the inner edge move inward, so $J_1=-I(R_1)=+2\pi R_1D\,n'(R_1)$. Therefore

$$J_1=2\pi R_1D\,\frac{F}{2D}\left[\frac{r_*^2}{R_1}-R_1\right]=\pi F\,(r_*^2-R_1^2),$$

or, written out,

$$\boxed{J_1=\pi F\left\{\frac{R_2^2-R_1^2}{2\ln(R_2/R_1)}-R_1^2\right\}}$$

At the outer edge capture means outward motion, so

$$J_2=I(R_2)=-2\pi R_2D\,n'(R_2)=\pi F(R_2^2-r_*^2).$$

The sum is $\pi F(R_2^2-R_1^2)$, everything that lands on the terrace. The diffusion constant has cancelled: faster diffusion lowers the density but does not change the division.

The derivative $n'$ is positive for $r<r_*$ and negative for $r>r_*$, so $r_*$ is where the density peaks. Since $n$ vanishes at both edges, this peak lies between them. No net current crosses the circle $r=r_*$. The inner edge therefore receives as many atoms per time as land between $R_1$ and $r_*$, which is what $J_1=\pi F(r_*^2-R_1^2)$ says.

## The same result from single atoms

The circle $r_*$ divides the net current, not the individual atoms. An atom that lands inside it may still end at the outer edge. To follow single atoms, let $p(r)$ be the probability that an atom starting at $r$ reaches the inner edge first.

On a square lattice of spacing $a$ with equally likely hops, $p$ at a site is the mean of $p$ at its four neighbours. Expanding that mean for small $a$ gives $p=p+\tfrac{a^2}{4}\nabla^2p+\dots$, so at leading order $\nabla^2p=0$. For a function of $r$ alone this reads $(rp')'=0$, whose solution is a constant plus a multiple of $\ln r$. With $p(R_1)=1$ and $p(R_2)=0$,

$$p(r)=\frac{\ln(R_2/r)}{L}.$$

The capture rate is the landing rate weighted with $p$:

$$J_1=\int_{R_1}^{R_2}2\pi rF\,p(r)\,dr=\frac{2\pi F}{L}\int_{R_1}^{R_2}r\ln\frac{R_2}{r}\,dr .$$

An antiderivative of $r\ln(R_2/r)$ is $\tfrac12r^2\ln(R_2/r)+\tfrac14r^2$: differentiating the first term gives $r\ln(R_2/r)-\tfrac12r$, and the second term restores $\tfrac12 r$. Hence

$$J_1=\frac{2\pi F}{L}\left[\frac{R_2^2}{4}-\frac{R_1^2L}{2}-\frac{R_1^2}{4}\right]
=\pi F\left[\frac{R_2^2-R_1^2}{2L}-R_1^2\right],$$

as before.

## The inner share and its limits

Divide $J_1$ by the total deposit and use $R_2^2/R_1^2=e^{2L}$. The inner share is

$$f=\frac{J_1}{J_1+J_2}=\frac{1}{2L}-\frac{1}{e^{2L}-1}.$$

The identity $1/(e^{2L}-1)=\tfrac12\coth L-\tfrac12$ turns this into

$$f=\frac12-\frac12\left(\coth L-\frac1L\right).$$

For $L>0$ we have $\tanh L<L$, so $\coth L>1/L$ and $f<\tfrac12$. Within this model the inner edge gets less than half for every ring.

The single-atom picture shows why. The function $p(r)$ is convex, because $p''=1/(Lr^2)>0$, so it lies below the straight line $(R_2-r)/(R_2-R_1)$ that holds for a straight terrace. In addition, the landing weight $2\pi r$ favours the outer part, where $p$ is small. Both effects reduce the inner share.

**Narrow ring.** With $\coth L=1/L+L/3-L^3/45+\dots$,

$$f=\frac12-\frac L6+\frac{L^3}{90}-\dots$$

The straight-terrace half is recovered as $L\to0$. For $R_2/R_1=1.1$ the share is 0.4841.

A smaller share does not mean a smaller supply per length of edge. Put $w=R_2-R_1$ and $u=w/R_1$. Then $R_2^2-R_1^2=2R_1^2u(1+u/2)$ and $2L=2u(1-u/2+u^2/3-\dots)$, so

$$\frac{r_*^2}{R_1^2}=\frac{1+u/2}{1-u/2+u^2/3-\dots}=1+u+\frac{u^2}{6}+\dots$$

Subtracting 1, multiplying by $\pi FR_1^2$ and dividing by the edge length $2\pi R_1$ gives

$$\frac{J_1}{2\pi R_1}=\frac{Fw}{2}\left(1+\frac{w}{6R_1}+\dots\right).$$

A straight edge would receive $Fw/2$ from a terrace of the same width. The inner edge receives more per length because it is short compared with the area that feeds it.

**Small inner disc.** When $R_1\ll R_2$, the term $1/(e^{2L}-1)$ is negligible and $f\approx1/(2L)$. The share vanishes only logarithmically: at $R_2/R_1=1000$ it is still 0.0724.

## When the edges are not perfect sinks

**A barrier at the outer edge.** An atom that steps down may face an extra barrier $\Delta E$. Let ordinary hops have rate $\Gamma$ per direction, so that $D=\Gamma a^2$, and let the last hop over the edge have rate $\Gamma'=\Gamma e^{-\Delta E/kT}$ with the same attempt rate. Take an edge that runs along a row of sites, and let $n_s$ be the density in the last row. The outward current per length is $\Gamma'a\,n_s=-Dn'$, so $n_s=-a(\Gamma/\Gamma')n'$. Without an extra barrier $n_s=-an'$, and the density extrapolates to zero one spacing further out; that position is $R_2$. With the barrier, the extrapolated value there is

$$n(R_2)=n_s+an'=-\ell\,n'(R_2),\qquad \ell=a\left(e^{\Delta E/kT}-1\right).$$

Keep the form of $n$ that already vanishes at $R_1$ and impose this condition:

$$\frac{F}{4D}(R_1^2-R_2^2)+AL+\ell\left(-\frac{FR_2}{2D}+\frac{A}{R_2}\right)=0 .$$

Solving for $A$,

$$A=\frac{F}{4D}\,\frac{R_2^2-R_1^2+2\ell R_2}{L+\ell/R_2}.$$

Since $J_1=2\pi R_1D\,n'(R_1)=2\pi DA-\pi FR_1^2$,

$$J_1=\pi F\left\{\frac{R_2^2-R_1^2+2\ell R_2}{2(L+\ell/R_2)}-R_1^2\right\}.$$

For $\ell=0$ the fraction is $r_*^2$; for $\ell\to\infty$ it tends to $R_2^2$, and the inner edge captures the whole deposit. In between it rises steadily, so a barrier to stepping down feeds the upper disc.

**Atoms leaving the edges.** Suppose the edges hold densities $n_1$ and $n_2$ instead of zero. The equation is linear, so we add the source-free solution $n_1+(n_2-n_1)\ln(r/R_1)/L$. Its slope at $R_1$ is $(n_2-n_1)/(LR_1)$, and the capture changes by

$$\Delta J_1=\frac{2\pi D(n_2-n_1)}{L}.$$

A common density at both edges has no effect on $J_1$. Curvature makes the densities differ. Removing area $a^2$ from a disc of radius $R$ shortens its perimeter by $a^2/R$, so with line tension $\gamma$ an edge atom is less strongly bound by $\gamma a^2/R$. If $n_0$ is the density at a straight edge, then $n_i=n_0\exp[\gamma a^2/(kTR_i)]$. The smaller disc has the higher density, and $\Delta J_1$ is negative.

## A worked example

Take $R_1=10$ nm, $R_2=20$ nm, a temperature of 350 K and a deposition rate of 0.01 monolayer/s. With $a=0.29$ nm,

$$F=\frac{0.01}{(0.29)^2}=0.1189\ \text{nm}^{-2}\,\text{s}^{-1}.$$

A hopping barrier of 0.40 eV and an attempt rate of $10^{13}$ s$^{-1}$ per direction, with $kT=0.03016$ eV, give $D=a^2\Gamma=1.46\times10^6$ nm$^2$/s. With $L=0.6931$,

$$r_*^2=\frac{400-100}{2(0.6931)}=216.4\ \text{nm}^2,\qquad r_*=14.71\ \text{nm},$$

$$J_1=\pi(0.1189)(216.4-100)=43.5\ \text{s}^{-1}.$$

The terrace receives 112.1 atoms/s, so $J_2=68.6$ s$^{-1}$ and the inner share is 0.388. The narrow-ring estimate $\tfrac12-L/6=0.384$ is already close, although the ring is as wide as the inner radius. An atom landing at $r_*$ reaches the inner edge first with probability 0.443.

A random walk solved directly on a square lattice of spacing 0.29 nm, with every site between the two radii belonging to the terrace, gives 43.3 s$^{-1}$. This is 0.33 % below the continuum result with the common centre on a site; other placements of the centre give about 0.2 to 0.5 % below.

Each captured atom adds area $a^2$ to the upper disc. The terrace alone therefore moves the inner edge at

$$\frac{a^2J_1}{2\pi R_1}=0.058\ \text{nm/s}.$$

The density relaxes in about $w^2/(\pi^2D)=7\times10^{-6}$ s, the slowest decay time of a straight strip of width $w$. The edge hardly moves in that time, so the steady state is justified. Over the 100 s needed to deposit a layer the radii do change appreciably, and $J_1$ must then be evaluated with the current radii.

The mean number of adatoms supplied by deposition is only $6.4\times10^{-4}$. The terrace is usually empty of them, and $n$ is an average over many arrivals.

## Comparison with a real surface

These inputs are rough typical values for silver growing on Ag(100), not computed properties of that surface. Its fourfold symmetry makes the diffusion tensor isotropic, as the model requires. For the energies chosen here, the largest of the calculated corrections to $J_1$ comes from giving up the perfect outer sink. An extra barrier of 0.05 eV gives $\ell=1.23$ nm and raises $J_1$ to 49.1 s$^{-1}$, an increase of 13 % over the ideal value. This treats the edge everywhere as a straight row of sites; a round edge on the square lattice offers more outward hops per length, which reduces the increase to about 10 %. Both figures give every outward hop the same barrier, whereas on a real edge the barrier differs between straight sections and kinks. Because $\ell$ depends exponentially on the barrier, this correction is itself uncertain. With an adatom formation energy of 0.50 eV and a line tension of 0.40 eV/nm, curvature changes $J_1$ by $-1.4$ %. This figure is exponential in the formation energy: at 0.46, 0.44 and 0.42 eV it becomes about $-5$, $-10$ and $-20$ %, so with a slightly lower formation energy curvature would matter as much as the barrier, or more. Islands on such a surface tend to be squarish; square edges enclosing nearly the same areas lower the share by a little under 0.01 on the same lattice. Part of this change comes from where the sites place the edges, because the lattice fixes the position of an edge only to within a site; the change of shape alone accounts for about 0.006. Desorption, with an energy of 2.5 eV, is negligible.

Nucleation is less safely excluded. Counting encounters as $3D\int n^2\,dA$, where 3 is an assumed capture number, gives 0.23 encounters per layer time. This would be the number of new islands if every pair held together until more atoms joined it; pairs that break up first make the number smaller. The estimate is an order of magnitude only, since it applies an average density to a terrace that rarely holds two adatoms. It also omits the density emitted by the edges, $7.5\times10^{-7}$ nm$^{-2}$, which is comparable with the peak of $1.03\times10^{-6}$ nm$^{-2}$ due to deposition. Including it would raise the number of encounters, though in equilibrium pairs break up as often as they form. Once an island does form on the terrace, it is a third sink and the formula for $J_1$ no longer applies.

The full set of values is in the numerical output below.

## Calculated quantities

```
INPUTS (rough values, regime of Ag on Ag(100))
inner radius R1 = 10.0 nm
outer radius R2 = 20.0 nm
temperature = 350 K
deposition rate = 0.010 monolayer/s
site spacing = 0.29 nm
attempt rate per direction = 1.0e+13 1/s
hopping barrier = 0.40 eV
extra barrier at outer edge = 0.05 eV
edge line tension = 0.40 eV/nm
adatom formation energy = 0.50 eV
desorption energy = 2.5 eV
capture number for nucleation = 3.0
RESULTS
thermal energy kT = 0.03016 eV
flux F = 0.11891 atoms/(nm^2 s)
diffusion constant D = 1.462e+06 nm^2/s
ln(R2/R1) = 0.69315
terrace area = 942.48 nm^2
atoms landing on terrace = 112.066 1/s
inner capture J1, formula = 43.483 1/s
inner capture J1, radial numerics = 43.483 1/s
inner capture J1, lattice walk = 43.339 1/s
outer capture J2 = 68.583 1/s
inner share J1/(J1+J2) = 0.3880
narrow estimate 1/2 - L/6 = 0.3845
peak radius r* = 14.711 nm
chance of inner edge from r* = 0.4431
peak density = 1.030e-06 1/nm^2
mean number of adatoms on terrace = 6.437e-04
inner edge speed from this terrace = 0.05820 nm/s
inner share at R2/R1 = 1.1: 0.4841
inner share at R2/R1 = 1000: 0.0724
NEGLECTED EFFECTS
edge-barrier length = 1.232 nm
J1 with edge barrier = 49.080 1/s
change of J1 by edge barrier = 12.87 %
flat-edge equilibrium density = 7.508e-07 1/nm^2
curvature current into inner edge = -0.604 1/s
change of J1 by curvature = -1.39 %
time per monolayer = 100.0 s
nuclei per monolayer time (estimate) = 0.23
desorbed fraction = 5.8e-29
density relaxation time = 6.93e-06 s
edge speed * width / D = 4.0e-07
change of J1 by lattice = -0.33 %
inner share, round edges on lattice = 0.3870
inner share, square edges on lattice = 0.3784
```
